# Why Carbon and Oxygen Miss the Interval Ratio 3/2

A large configuration-interaction (CI) calculation for the carbon atom in the cc-pVTZ basis puts $^1D$ 1.341 eV above $^3P$ and $^1S$ 1.438 eV above $^1D$. The ratio of the two intervals,

$$r=\frac{E(^1S)-E(^1D)}{E(^1D)-E(^3P)},$$

is 1.07. If the single configuration $2p^4$ is deleted and everything else is kept, the ratio becomes 1.9. Yet $2p^4$ makes up only 6.6% of the $^1S$ state. The measured ratio is about 1.1 for both carbon and oxygen, while one configuration $2s^22p^n$ gives 3/2. How can so small an admixture matter so much, and is it the whole explanation?

A model with two configurations answers the first question in closed form. It also shows that the answer to the second is no.

## One configuration

Take $n=2$ for carbon and $n=4$ for oxygen, a nonrelativistic Hamiltonian, a frozen $1s^2$ core, and the same orbitals for all three terms. Spin-orbit splitting is left out, so $^3P$ stands for its centroid. Closed shells and one-electron energies then shift all terms of $2p^n$ equally, and the splitting comes from the repulsion among the $2p$ electrons.

Use real orbitals $p_i$ with $i=x,y,z$ and angular part $\sqrt{3/4\pi}\,n_i$, where $\mathbf n$ is a unit vector. Let $(ij|kl)$ be the repulsion between the densities $p_ip_j$ and $p_kp_l$. Its rank-0 part is $F^0\delta_{ij}\delta_{kl}$. Its rank-2 part contains

$$P_2(\mathbf n\cdot\mathbf n')=\tfrac32\sum_{ab}Q_{ab}(\mathbf n)Q_{ab}(\mathbf n'),\qquad Q_{ab}=n_an_b-\tfrac13\delta_{ab}.$$

The angular averages $\langle n_in_j\rangle=\delta_{ij}/3$ and $\langle n_in_jn_an_b\rangle=(\delta_{ij}\delta_{ab}+\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja})/15$ give

$$\langle n_in_jQ_{ab}\rangle=\tfrac1{15}S_{ij,ab},\qquad S_{ij,ab}=\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja}-\tfrac23\delta_{ij}\delta_{ab}.$$

Since $\sum_{ab}S_{ij,ab}S_{kl,ab}=2S_{ij,kl}$, and each density carries a factor 3, the rank-2 part is

$$9\cdot\tfrac32\cdot\tfrac{2}{225}\,F^2S_{ij,kl}=3a\,S_{ij,kl},\qquad a=\frac{F^2(2p,2p)}{25}.$$

Therefore $(xx|xx)=F^0+4a$, $(xx|yy)=F^0-2a$ and $(xy|xy)=3a$.

For two electrons, one component of $^3P$ has parallel spins in $p_x$ and $p_y$: its repulsion is the direct integral minus the exchange integral. The singlet in the same two orbitals belongs to $^1D$ and has the opposite exchange sign. The $^1S$ state is the equal sum of $p_x^2,p_y^2,p_z^2$, divided by $\sqrt3$. Each pair has energy $(xx|xx)$ and is coupled to two others by $(xy|xy)$. Thus

$$\begin{aligned}
E(^3P)&=F^0-5a,\\
E(^1D)&=F^0+a,\\
E(^1S)&=F^0+4a+2(3a)=F^0+10a.
\end{aligned}$$

The intervals are $6a$ and $9a$, and $r=3/2$ for any radial function. The configuration $2p^4$ has the same splittings: it has two holes, which repel with the same integrals, and the remaining terms of the hole description come from a filled spherical shell and depend only on the electron number.

Changing the common $2p$ orbital changes $a$, but not the ratio. A departure from 3/2 needs something that treats the terms differently.

## What the substitution does

Moving both $2s$ electrons into $2p$ produces $2p^{n+2}$. Within the $2s,2p$ valence space this is the only partner of $2s^22p^n$, since $2s2p^{n+1}$ has the opposite parity.

The required integral is $(si|sj)$. It has rank 1, and the angular average gives

$$(si|sj)=3G^1\langle n_i(\mathbf n\cdot\mathbf n')n'_j\rangle
=\tfrac13G^1(2s,2p)\,\delta_{ij}\equiv K\delta_{ij}.$$

The part of the Hamiltonian that performs the substitution is therefore

$$H_{\rm sub}=K\,Q_+\,a_{s\downarrow}a_{s\uparrow},\qquad
Q_+=\sum_i a^\dagger_{i\uparrow}a^\dagger_{i\downarrow}.$$

The factor 1/2 in the two-electron operator has cancelled against the two equivalent spin assignments. The operator $Q_+$ adds a pair with zero spin and zero orbital angular momentum. It cannot change the term, but its strength depends on the electrons already present.

Let $Q_-=Q_+^\dagger$. For one orbital, the commutator of pair removal with pair creation is $1-n_{i\uparrow}-n_{i\downarrow}$. Summing over three orbitals gives

$$[Q_-,Q_+]=3-N,$$

where $N$ is the number of $p$ electrons. For a normalized state with $N=n$,

$$\|Q_+\psi\|^2=\langle Q_-Q_+\rangle=\|Q_-\psi\|^2+3-n.$$

**Carbon.** Removing a scalar pair from $p^2$ leaves the vacuum, which is possible only for $^1S$. Hence $Q_-\psi=0$ for $^3P$ and $^1D$, and the squared norm is $0+3-2=1$. The $^1S$ state is $Q_+|0\rangle/\sqrt3$, so $Q_-\psi=\sqrt3\,|0\rangle$ and the squared norm is $3+1=4$. Because $p^4$ has one state of each kind, the magnitudes of the couplings are

$$|V|=K,\;K,\;2K\qquad(^3P,\,^1D,\,^1S).$$

**Oxygen.** The partner $2p^6$ is a closed shell and has only a $^1S$ term, so $^3P$ and $^1D$ do not couple. For $^1S$, start from the full shell, where $Q_+|p^6\rangle=0$. The same identity with $n=6$ reads $0=\|Q_-|p^6\rangle\|^2-3$. The resulting $p^4$ state is scalar and is therefore the $^1S$ state, so

$$|V|=0,\;0,\;\sqrt3K\qquad(^3P,\,^1D,\,^1S).$$

In carbon the squared coupling of $^1S$ exceeds that of $^1D$ by $4K^2-K^2=3K^2$. In oxygen the excess is $3K^2-0$. The two atoms reach the same excess, in units of $K^2$, in different ways; its effect on $r$ still depends on the values of $K$, $F^2$ and the gap in each atom.

## The depression in numbers

With the energy of the $2s^22p^n$ term as zero and its partner at $\Delta$, the eigenvalues obey

$$\lambda(\lambda-\Delta)-V^2=0.$$

The lower root is $-\delta$, where

$$\delta=\sqrt{\frac{\Delta^2}{4}+V^2}-\frac{\Delta}{2}.$$

In carbon $\Delta$ is common to the three terms, because $p^2$ and $p^4$ are split identically. In both atoms $^3P$ and $^1D$ are lowered equally, so their interval stays at $6a$. This leads to

$$r=\frac32-\frac{\delta(^1S)-\delta(^1D)}{6a}.$$

The orbitals used here minimize the average energy of $2s^22p^n$ in the cc-pVTZ basis. For carbon, $F^2=6.517$ eV gives $6a=1.564$ eV and $9a=2.346$ eV. With $K=3.094$ eV and $\Delta=20.280$ eV,

$$\begin{aligned}
\delta(^1S)&=\sqrt{10.140^2+6.189^2}-10.140\approx1.74\ \text{eV},\\
\delta(^1D)&=\sqrt{10.140^2+3.094^2}-10.140\approx0.46\ \text{eV}.
\end{aligned}$$

The upper interval falls by 1.28 eV to 1.07 eV, and $r=1.07/1.564=0.68$.

For oxygen, $6a=2.186$ eV, $9a=3.279$ eV, $V=7.406$ eV and $\Delta=35.565$ eV. Then $\delta(^1S)=1.48$ eV, and

$$r=\frac{3.279-1.481}{2.186}=0.82.$$

A test against diagonalization of the determinant matrices confirms these lowerings and the couplings behind them.

The small weight is no contradiction. The second row of the two-level equation gives the amplitude ratio $c=-V/(\Delta+\delta)$. Since $V^2=\delta(\Delta+\delta)$, the weight of the partner is

$$w=\frac{c^2}{1+c^2}=\frac{\delta}{\Delta+2\delta}.$$

For carbon this is $1.739/(20.280+3.478)=7.3\%$. The last formula gives the lowering as $w(\Delta+2\delta)$, somewhat more than the weight times the gap, and the gap is about nine times the upper interval $9a$ and thirteen times the lower interval $6a$. A few per cent of a distant configuration is enough.

## Two limits

If $V\ll\Delta$, expanding the square root gives $\delta\approx V^2/\Delta$. For equal gaps in carbon, and with $\Delta$ the $^1S$ gap in oxygen,

$$r\approx\frac32-\frac{3K^2}{6a\Delta}
=\frac32-\frac{25K^2}{2F^2\Delta}.$$

This gives about 0.59 for carbon and 0.79 for oxygen. It exaggerates the depression, more so in carbon, where $V/\Delta$ is larger. As $\Delta\to\infty$ at fixed $K$, the value 3/2 returns.

A large nuclear charge $Z$ at fixed electron number does not produce that limit. In the nonrelativistic problem $2s$ and $2p$ become degenerate at order $Z^2$, so $\Delta$, like $K$ and $F^2$, grows as $Z$. The correction to 3/2 tends to a constant. Configurations with electrons promoted to other principal shells lie higher by an energy of order $Z^2$. With couplings of order $Z$, they shift the terms by amounts of order $Z^0$, which are negligible beside intervals of order $Z$. The two-configuration model then gives the leading ratio, until relativity intervenes. With hydrogenic $1s$, $2s$ and $2p$ integrals the limiting ratio is 1.08 for $n=2$ and 1.15 for $n=4$. These values happen to lie near the measured ones, but neutral carbon and oxygen are not in this regime: with their own orbitals the same model gives 0.68 and 0.82.

## Why the model overshoots

The values 0.68 and 0.82 lie well below the measured ratios. The substitution has the right sign, but by itself it does too much. Something else must widen the upper interval again, narrow the lower one, or both.

Call all orbitals other than $1s,2s,2p$ outer orbitals. Starting from the two-configuration model, admit one electron in an outer orbital of a given type. Outer $p$ orbitals, which include the first-order radial adjustment of $2p$, leave the ratio at 0.68 in carbon and 0.80 in oxygen. Outer $d$ orbitals raise it to 1.25 and 1.26. In carbon they lower $^3P$, $^1D$ and $^1S$ by 0.975, 0.947 and 0.024 eV; in oxygen by 0.962, 0.985 and 0.050 eV. Why is $^1S$ left out?

By parity, the configuration added is $2s2p^nd$. Two kinds of integral connect it with $2s^22p^n$. Let $\tau_{ij}$ be $4\pi$ times the angular integral of the product of the normalized angular parts of $s$, $d$, $p_i$ and $p_j$; it is symmetric and traceless. Integrating the rank-$k$ interaction over one electron's angles gives a factor $4\pi/(2k+1)$, so

$$(ds|ij)=A\tau_{ij},\quad A=\frac{R^2}{5};\qquad
(dj|is)=B\tau_{ij},\quad B=\frac{R^1}{3},$$

where $R^2$ and $R^1$ are the corresponding radial integrals. With spin labels $\sigma,\sigma'$, the coupling operator is

$$\sum_{ij\sigma\sigma'}\tau_{ij}\left[
A\,d^\dagger_\sigma s_\sigma\,i^\dagger_{\sigma'}j_{\sigma'}
-B\,d^\dagger_\sigma s_{\sigma'}\,i^\dagger_{\sigma'}j_\sigma\right].$$

The minus sign comes from reordering the fermion operators. The crossed spin sum splits into half a product of spin-independent operators and half a scalar product of spin-vector operators. The $2s\to d$ excitation therefore has a singlet channel of strength $A-B/2$ and a triplet channel of strength $-B/2$, in which the operator acting on the $p$ shell is a spin vector as well.

For total $^1S$, the $p^n$ shell must have $L=2$ to cancel the angular momentum of the $d$ electron. The only such term of $p^2$ or $p^4$ is $^1D$, which has spin zero. The $s$ and $d$ electrons must then form a singlet, and the triplet channel is closed. This is a statement about the available final states, so it also holds when the starting state contains $2p^{n+2}$. For total $^3P$ and $^1D$ the channel is open, since $p^n(^3P)$ can combine with a triplet $sd$ pair to give either term.

This selection rule explains why $^1S$ has fewer ways to gain energy. Its remaining gain is small because the singlet channel is weak: $A$ and $B/2$ nearly cancel. For the two outer $d$ shells of the basis, $|A|$ and $|B/2|$ lie between 1.0 and 1.2 eV in carbon and between 1.4 and 1.65 eV in oxygen, while $|A-B/2|$ is only 0.15 and 0.05 eV in carbon and 0.20 and 0.09 eV in oxygen. With $2p^{n+2}$ left out, the singlet channel alone lowers no term by more than 0.012 eV, and the triplet channel alone lowers $^3P$ and $^1D$ by 0.99 and 0.97 eV in carbon and by 0.96 and 0.99 eV in oxygen. Interference with the path through $2p^{n+2}$ is not the cause: without that configuration the gain of $^1S$ is smaller still, 0.012 eV in carbon and 0.010 eV in oxygen (in cc-pVQZ the carbon gains with and without it are 0.026 and 0.017 eV, so the third decimal is specific to the basis).

## The balance in the larger calculation

Allowing up to two outer electrons of any type gives $r=1.07$ for carbon and 1.09 for oxygen. The second outer electron lowers the ratio again from 1.37 and 1.31, because it favours $^1S$: in carbon its additional lowering is 1.754 eV for $^1S$ and 1.124 eV for $^1D$. A plausible reason is that the electrons repel most strongly in $^1S$ and gain most by avoiding each other, but the calculation does not isolate this cause.

Deleting $2p^{n+2}$ from this larger space shows what the substitution is worth when the other correlation is present:

- In carbon, restoring it lowers $^1S$ by 1.493 eV and $^1D$ by 0.378 eV. The upper interval shrinks by 1.115 eV and $r$ drops from 1.9 to 1.07.
- In oxygen, restoring it lowers $^1S$ by 1.361 eV and leaves $^1D$ unchanged. The ratio drops from 1.76 to 1.09.

These net depressions are 87% and 92% of the two-level values, 1.277 and 1.481 eV. Restoring the configuration hardly changes the lower interval, as the model predicts. Without the substitution, the other correlation would carry the ratio above 3/2, not below it: relative to one configuration it widens the upper interval (2.346 to 2.552 eV in carbon, 3.279 to 3.575 eV in oxygen) and narrows the lower one (1.564 to 1.340 eV, 2.186 to 2.035 eV). The ratio seen in these atoms is thus a balance: a depression of $^1S$ by more than 1 eV, partly offset by correlation that favours $^1D$ over both $^1S$ and $^3P$.

The computed ratios remain slightly below the measured ones. Going from the smaller cc-pVDZ basis to cc-pVTZ raises them from 0.97 to 1.07 in carbon and from 1.00 to 1.09 in oxygen, so the basis is not converged and its enlargement acts in the right direction. For carbon, cc-pVQZ continues the trend: the intervals move from 1.341 and 1.438 eV to 1.293 and 1.423 eV, the ratio from 1.07 to 1.10, the ratio with $2p^4$ deleted from 1.91 to 1.95, the weight from 6.6% to 6.5% and the net depression from 1.115 to 1.09 eV, while the two-configuration ratio stays at 0.68. For carbon in the smaller basis, admitting all valence excitations changes the ratio by only 0.003; the corresponding check was not made for oxygen. Core correlation and relativity are also absent. The calculation therefore establishes the mechanism and its size, but not the second decimal of the ratio. The numerical output lists the contributions of outer $s$, $p$, $d$ and $f$ orbitals for both atoms.

## Computed values

```
C: 2s^2 2p^2 with 2p^4, cc-pVTZ, 29 valence and outer orbitals
  F2(2p,2p) 6.517 eV, G1(2s,2p) 9.283 eV, K = G1/3 3.094 eV
  gap to 2p^4 for 1S 20.280 eV
  coupling V of 3P, 1D, 1S: 3.094, 3.094, 6.189 eV
  lowering delta of 3P, 1D, 1S: 0.462, 0.462, 1.739 eV
  ratio from the two-level formula 0.683
  one configuration: 1D-3P 1.564 eV, 1S-1D 2.346 eV, ratio 1.500
  plus 2p^4: 1D-3P 1.564 eV, 1S-1D 1.068 eV, ratio 0.683
  plus one outer electron: 1D-3P 1.512 eV, 1S-1D 2.068 eV, ratio 1.367
  up to two outer electrons (large CI): 1D-3P 1.341 eV, 1S-1D 1.438 eV, ratio 1.072
  large CI with 2p^4 deleted: 1D-3P 1.340 eV, 1S-1D 2.552 eV, ratio 1.905
  lowering by restoring it, 3P, 1D, 1S: 0.379, 0.378, 1.493 eV
  weight of 2p^4 in large CI, 3P, 1D, 1S: 1.81, 1.83, 6.59 %
  weight of 2p^4 in two-configuration 1S: 7.32 %
  one outer s only: lowers 3P, 1D, 1S by 0.041, 0.000, 0.006 eV, ratio 0.662
  one outer p only: lowers 3P, 1D, 1S by 0.107, 0.121, 0.140 eV, ratio 0.677
  one outer d only: lowers 3P, 1D, 1S by 0.975, 0.947, 0.024 eV, ratio 1.251
  one outer f only: lowers 3P, 1D, 1S by 0.001, 0.084, -0.000 eV, ratio 0.778
  second outer electron lowers 3P, 1D, 1S by 0.953, 1.124, 1.754 eV
  large CI in cc-pVDZ: 1D-3P 1.485 eV, 1S-1D 1.443 eV, ratio 0.971
  full valence CI in cc-pVDZ: 1D-3P 1.485 eV, 1S-1D 1.446 eV, ratio 0.974
O: 2s^2 2p^4 with 2p^6, cc-pVTZ, 29 valence and outer orbitals
  F2(2p,2p) 9.108 eV, G1(2s,2p) 12.827 eV, K = G1/3 4.276 eV
  gap to 2p^6 for 1S 35.565 eV
  coupling V of 3P, 1D, 1S: 0.000, 0.000, 7.406 eV
  lowering delta of 3P, 1D, 1S: 0.000, 0.000, 1.481 eV
  ratio from the two-level formula 0.823
  one configuration: 1D-3P 2.186 eV, 1S-1D 3.279 eV, ratio 1.500
  plus 2p^6: 1D-3P 2.186 eV, 1S-1D 1.798 eV, ratio 0.823
  plus one outer electron: 1D-3P 2.197 eV, 1S-1D 2.881 eV, ratio 1.311
  up to two outer electrons (large CI): 1D-3P 2.035 eV, 1S-1D 2.214 eV, ratio 1.088
  large CI with 2p^6 deleted: 1D-3P 2.035 eV, 1S-1D 3.575 eV, ratio 1.756
  lowering by restoring it, 3P, 1D, 1S: 0.000, 0.000, 1.361 eV
  weight of 2p^6 in large CI, 3P, 1D, 1S: 0.00, 0.00, 3.71 %
  weight of 2p^6 in two-configuration 1S: 3.84 %
  one outer s only: lowers 3P, 1D, 1S by 0.052, 0.000, 0.003 eV, ratio 0.802
  one outer p only: lowers 3P, 1D, 1S by 0.126, 0.077, 0.086 eV, ratio 0.800
  one outer d only: lowers 3P, 1D, 1S by 0.962, 0.985, 0.050 eV, ratio 1.263
  one outer f only: lowers 3P, 1D, 1S by 0.068, 0.126, 0.000 eV, ratio 0.904
  second outer electron lowers 3P, 1D, 1S by 3.264, 3.425, 4.092 eV
  large CI in cc-pVDZ: 1D-3P 2.138 eV, 1S-1D 2.143 eV, ratio 1.002
```
